\section*{Gauge Error of Unscaled ZORA Orbital Energies under a Constant Potential Shift, part 2}

A constant $\Delta$ added to the potential energy $V(\mathbf r)$ of an electron should move every orbital energy by $\Delta$. The Dirac energy $E$ obeys this, but the energy $\varepsilon$ of the unscaled zeroth-order regular approximation (ZORA) does not. For a frozen potential, in which the other electrons do not respond,
\begin{equation}
\frac{d\varepsilon}{d\Delta}=1+N,\qquad
N=\left\langle\varphi\left|\,\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{(2c^2-V)^2}\,\boldsymbol\sigma\cdot\mathbf p\,\right|\varphi\right\rangle>0 .
\label{result}
\end{equation}

Derivations use Hartree atomic units and examples use electronvolts. Here $c$ is the speed of light, $\boldsymbol\sigma$ the Pauli matrices and $\mathbf p=-i\nabla$. Before the shift $V$ vanishes at infinity. Energies exclude the rest energy, there is no magnetic field, and $V+\Delta<2c^2$ everywhere. For a point nucleus of charge $Z$, $Z<c$ and the orbital is the regular solution at the origin.

The Dirac equation for large and small components $\varphi$ and $\chi_{\rm D}$ is
\begin{align}
V\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi_{\rm D}&=E\varphi,
\label{dirac1}\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi_{\rm D}&=E\chi_{\rm D}.
\label{dirac2}
\end{align}
Eliminating $\chi_{\rm D}$ gives
\begin{equation}
\left[V+\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\cdot\mathbf p\right]\varphi=E\varphi .
\label{elimination}
\end{equation}
ZORA drops $E$ from the denominator. With the shift, its Hamiltonian is
\begin{equation}
H(\Delta)=V+\Delta+\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{2c^2-V-\Delta}\,\boldsymbol\sigma\cdot\mathbf p .
\label{hdelta}
\end{equation}
The fraction between the momenta is called $K$. The ZORA orbital $\varphi$ is normalized to one, and its small component $\chi=c(2c^2-V)^{-1}\boldsymbol\sigma\cdot\mathbf p\,\varphi$ has norm $N=\langle\chi|\chi\rangle$. A weak potential $v(\mathbf r)$ in place of the constant changes the energy to first order by
\begin{equation}
\delta\varepsilon
=\left\langle\varphi\left|v+\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2v}{(2c^2-V)^2}\,\boldsymbol\sigma\cdot\mathbf p\right|\varphi\right\rangle
=\int v\left(|\varphi|^2+|\chi|^2\right)d^3r .
\label{local}
\end{equation}

The scaled ZORA energy is $E_s=\varepsilon/(1+N)$. With primes on energies denoting derivatives with respect to $\Delta$, its slope in a frozen potential is
\begin{equation}
\frac{dE_s}{d\Delta}
=\frac{\varepsilon'\varepsilon'-\varepsilon\varepsilon''}{(\varepsilon')^2}
=1-\frac{\varepsilon\varepsilon''}{(1+N)^2}.
\label{scaledslope}
\end{equation}

\subsection{A scaling law}

Put $\lambda=1-\Delta/(2c^2)>0$; from here on $\lambda$ denotes this number. Suppose that the potential before the shift is $V(\mathbf r)$, and that the potential accompanying the shift is
\begin{equation}
V_\lambda(\mathbf r)=\lambda V(\lambda\mathbf r).
\label{vscale}
\end{equation}
With $\mathbf s=\lambda\mathbf r$, the momentum is $\mathbf p=\lambda\mathbf p_s$, and
\begin{equation}
2c^2-\Delta-V_\lambda(\mathbf r)=\lambda[2c^2-V(\mathbf s)] .
\label{denscale}
\end{equation}
In the kinetic term the two momenta supply $\lambda^2$ and the denominator supplies $\lambda^{-1}$. The kinetic and potential terms therefore both scale as $\lambda$, and
\begin{equation}
\varepsilon(\Delta)=\Delta+\lambda\varepsilon(0)
=\Delta+\varepsilon(0)\left(1-\frac{\Delta}{2c^2}\right).
\label{law}
\end{equation}
In $N$ the momenta supply $\lambda^2$ and the squared denominator $\lambda^{-2}$, so $N$ does not change.

For a hydrogen-like ion $V=-Z/r$, and \eqref{vscale} gives back $-Z/r$. The potential is then frozen, and \eqref{law} is linear in $\Delta$ without approximation. Comparing its slope with $1+N$ gives
\begin{equation}
N=-\frac{\varepsilon}{2c^2},\qquad \varepsilon''=0 .
\label{hydn}
\end{equation}
The Dirac bracket in \eqref{elimination} is the ZORA bracket with $2c^2$ replaced by $2c^2+E$. The same scaling, with factor $1+E/(2c^2)$, gives
\begin{equation}
E=\left(1+\frac{E}{2c^2}\right)\varepsilon
\quad\Longrightarrow\quad
\varepsilon=\frac{2c^2E}{2c^2+E},\qquad
E=\frac{\varepsilon}{1-\varepsilon/(2c^2)}=\frac{\varepsilon}{1+N}.
\label{hyde}
\end{equation}
For these ions the scaled energy equals the Dirac energy and has the correct gauge response.

\subsection{The ion Ir$^{76+}$}

The ground-state energy can be found directly. Write $\varphi=(u/r)\Omega_\kappa$, where the spin-angular function obeys $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$. Since $\boldsymbol\sigma\cdot\mathbf p=-i\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf L/r)$ and $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,\frac{u}{r}\Omega_\kappa
=\frac{i}{r}\left(u'+\frac{\kappa u}{r}\right)\Omega_{-\kappa},
\label{radial}
\end{equation}
where the prime on $u$ is a radial derivative. For $1s$, $\kappa=-1$. Set the small component to $i(v/r)\Omega_{1}$ and try $u=r^\gamma e^{-qr}$, $v=bu$. Equations \eqref{dirac2} and \eqref{dirac1} become
\begin{align}
b\left(2c^2+E+\frac Zr\right)&=c\left(\frac{\gamma-1}{r}-q\right),
\label{rad1}\\
E+\frac Zr&=-cb\left(\frac{\gamma+1}{r}-q\right).
\label{rad2}
\end{align}
The $1/r$ terms give $bZ=c(\gamma-1)$ and $Z=-cb(\gamma+1)$. Eliminating $b$ and then $Z$ from this pair yields
\begin{equation}
\gamma=\sqrt{1-Z^2/c^2},\qquad b^2=\frac{1-\gamma}{1+\gamma}.
\label{gamma}
\end{equation}
The constant terms give $b(2c^2+E)=-cq$ and $E=cbq$, so $E=-b^2(2c^2+E)$. Solving for $E$,
\begin{equation}
E=-\frac{2c^2b^2}{1+b^2}=-c^2(1-\gamma),\qquad
N=-\frac{E}{2c^2+E}=b^2 .
\label{ground}
\end{equation}
The expression for $N$ follows from \eqref{hydn} and \eqref{hyde}.

For iridium $Z=77$ and $c=137.036$, so $\gamma=0.82721$ and $N=0.17279/1.82721=0.09457$. The Dirac energy is $-88296.6$ eV. With $2c^2=1021997.9$ eV, \eqref{hyde} gives a ZORA energy of $-96646.5$ eV. Radial diagonalization agrees with this energy and gives $N=0.094566$.

A large shift tests the linear law. When the potential is raised by 27211.4 eV, the ZORA level moves by 29784.7 eV. The excess of 2573.3 eV equals $0.094566\times27211.4$ eV to the digits shown. In a separate test, \eqref{elimination} was solved by iteration with a shift of 2721.14 eV, and the Dirac energy moved by 2721.14 eV.

\subsection{The neutral iridium atom}

Iridium is the metal centre of many precursors for film deposition. The neutral atom was computed with self-consistent spin--orbit ZORA, a point nucleus and local-density exchange without correlation. The $5d^76s^2$ configuration was spherically averaged, with 2.8 electrons in $5d_{3/2}$ and 4.2 in $5d_{5/2}$.

The shift is modelled by one bare negative unit charge at $R=2.0$ \AA, a rough metal--ligand distance. The spherical average of its potential energy is
\begin{equation}
\frac12\int_{-1}^{1}\frac{dq}{\sqrt{r^2+R^2-2rRq}}
=\frac{r+R-|r-R|}{2rR}=\frac{1}{\max(r,R)} .
\label{shell}
\end{equation}
Inside $R$ it is constant, with $\Delta=1/R$, or 7.1998 eV. With the atomic potential frozen, the results are:

\begin{center}
\begin{tabular}{lrrr}
Orbital & $\varepsilon$ (eV) & $N$ & $N\Delta$ (eV)\\
$1s$ & $-82943.3$ & $9.301\times10^{-2}$ & 0.6697\\
$2s$ & $-13530.9$ & $1.980\times10^{-2}$ & 0.1426\\
$2p_{1/2}$ & $-12965.5$ & $1.988\times10^{-2}$ & 0.1432\\
$2p_{3/2}$ & $-11286.5$ & $1.775\times10^{-2}$ & 0.1278\\
$4f_{7/2}$ & $-59.5$ & $1.171\times10^{-3}$ & 0.0084\\
$5d_{5/2}$ & $-5.7$ & $1.711\times10^{-4}$ & 0.0012\\
$6s$ & $-5.5$ & $5.742\times10^{-5}$ & 0.0004
\end{tabular}
\end{center}

For $1s$ the arithmetic is $0.093012\times7.1998$ eV $=0.6697$ eV. As a test of \eqref{result}, $N$ was also obtained for every occupied orbital from diagonalizations at shifts of $\pm10$ hartree. The largest relative mismatch was $4.4\times10^{-7}$.

The $1s$ value lies within 2 percent of that of the bare ion, although the orbital energies differ by almost 14 keV. A screening potential that was constant over the $1s$ orbital would act as a shift, and \eqref{law} shows that a shift leaves the hydrogen-like $N$ unchanged. The small difference reflects the variation of the screening across the orbital.

The level $2p_{1/2}$ rises by 0.0154 eV more than $2p_{3/2}$. As it is the lower of the two, their splitting shrinks by that amount. The occupation-weighted sum of $N$ is 0.4949, which corresponds to $0.4949\times7.1998=3.563$ eV. This is the spurious change in the sum of frozen orbital energies. With the orbitals and the density held fixed it is also the spurious change in the total energy, since $\Delta$ then enters only through the added constant and through $K$. When the density relaxes, the scaling argument of the next subsection makes the total energy obey \eqref{law} with $77\Delta$ in place of the first term, so the excess slope is $-E_{\rm tot}/(2c^2)$. With $E_{\rm tot}=-18434.7$ hartree this is 0.4908, or 3.53 eV.

\subsection{When the electrons respond}

If the constant acts during the self-consistent calculation, the density changes. For this exchange-only atom the relaxed response follows from the scaling law. Take the scaled orbitals $\lambda^{3/2}\varphi_i(\lambda\mathbf r)$, whose density is $\rho_\lambda(\mathbf r)=\lambda^3\rho(\lambda\mathbf r)$. The nuclear term satisfies \eqref{vscale}, and the other two terms become
\begin{align}
\int\frac{\lambda^3\rho(\lambda\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'
&=\lambda\int\frac{\rho(\mathbf s')}{|\lambda\mathbf r-\mathbf s'|}\,d^3s',
\label{hartree}\\
-\left[\frac{3\rho_\lambda(\mathbf r)}{\pi}\right]^{1/3}
&=-\lambda\left[\frac{3\rho(\lambda\mathbf r)}{\pi}\right]^{1/3}.
\label{exchange}
\end{align}
The scaled density thus generates the scaled potential, and the scaled orbitals are a self-consistent solution in the presence of the shift. On the branch connected to the unshifted atom, \eqref{law} gives
\begin{equation}
\left(\frac{d\varepsilon}{d\Delta}\right)_{\rm relaxed}
=1-\frac{\varepsilon}{2c^2}.
\label{relaxed}
\end{equation}
This exceeds one for every orbital with $\varepsilon<0$. For $1s$ the excess is $82943.3/1021997.9=0.08116$, and for $6s$ it is $5.43\times10^{-6}$. Self-consistent calculations at shifts of $\pm10$ hartree gave $8.1158\times10^{-2}$ and $5.43\times10^{-6}$. Relaxation lowers the spurious $1s$ shift from 0.670 to 0.584 eV and reduces the $6s$ excess about tenfold. A correlation functional need not scale as in \eqref{exchange}, and the potential of a finite nucleus does not satisfy \eqref{vscale}, so \eqref{relaxed} is exact when every term of the potential scales as in \eqref{vscale}, as it does for an isolated point-nucleus atom with local exchange of any strength, and not otherwise in general. A neighbour held at a fixed distance also violates \eqref{vscale}: with a fixed shell of charge $+1$ at $R$, the relaxed $6s$ excess is $7.3\times10^{-6}$ where \eqref{relaxed} would give $1.2\times10^{-5}$, while the $1s$ excess still agrees to better than one part in $10^4$.

Relaxation also limits the scaled energy. In the frozen potential its slope differs from one by $-1.80\times10^{-4}$ for $1s$; formula \eqref{scaledslope} and shifted diagonalizations agree on this value. In the relaxed atom $N$ stays constant while $\varepsilon$ follows \eqref{relaxed}, so that
\begin{equation}
\left(\frac{dE_s}{d\Delta}\right)_{\rm relaxed}
=\frac{1-\varepsilon/(2c^2)}{1+N}
=\frac{1.08116}{1.09301}=0.9892\quad(1s).
\label{scaledrelaxed}
\end{equation}
For $\Delta=7.1998$ eV the error is about $-0.08$ eV. Scaling the energy does not repair the density, which the unscaled equation makes too diffuse for a positive shift and too compact for a negative one. Whenever $N$ exceeds about twice $-\varepsilon/(2c^2)$, the relaxed scaled slope is further from one than the unscaled slope. This already happens for $3s$, where the deviations are $-3.4\times10^{-3}$ and $+3.1\times10^{-3}$, and the ratio of the two deviations is larger for all less tightly bound levels, although it does not grow steadily and the deviations themselves become small: for $4f_{7/2}$ the deviations are $-1.1\times10^{-3}$ and $+5.8\times10^{-5}$, and for $6s$ they are $-5.2\times10^{-5}$ and $+5.4\times10^{-6}$.

\subsection{Other limits of the model and use in precursors}

The second-order term $\varepsilon''\Delta^2/2$ is $-6.7\times10^{-8}$ eV for $1s$ and at most $1.5\times10^{-7}$ eV in size for any occupied orbital, so it is negligible here. Replacing the point nucleus by a uniformly charged sphere of rough radius 6.9 fm, with the screening frozen, changes the $1s$ value of $N$ from 0.09301 to 0.09287.

For $6s$ the constant shift itself is a poor model, since about one fifth of its density lies beyond the ligand distance. With the averaged potential \eqref{shell} in \eqref{local}, its first-order response is 6.960 eV instead of 7.200 eV. This difference of 0.24 eV is a physical effect of the falling potential, far larger than the spurious 0.0004 eV. The potential \eqref{shell} vanishes at infinity, and a rise of about 7 eV lifts $6s$ and $5d$ above zero energy, where they are resonances and not bound states. The $6s$ level is held by the Coulomb barrier of the ligand charge; for $5d$ the centrifugal term $3/r^2$, which is 5.7 eV at $r=R$, adds to that barrier. For these levels the numbers are linear-response coefficients, valid for a fraction of the charge, and not shifts of bound states under the full unit charge.

In a real precursor the metal carries charge of its own, and several ligands contribute potentials of both signs. The bare charge therefore sets a scale and does not predict the shift in a given molecule. With the potential frozen, each electronvolt of net constant shift over the core produces a spurious 0.093 eV in the Ir $1s$ energy and 0.0012 eV in $4f_{7/2}$. In the relaxed exchange-only atom, \eqref{relaxed} gives 0.081 eV and 0.00006 eV instead. Comparisons of deep core levels between molecules are thus more exposed than comparisons of valence levels. Polarization by the non-spherical ligand field, bonding and electron correlation are absent from these numbers.

The derivation also indicates a remedy. If $K$ is built from a fixed model potential that does not contain $\Delta$, the shift enters \eqref{hdelta} only as an added constant. Then $\partial H/\partial\Delta=1$, the orbitals do not change, and the energies move by $\Delta$. The condition is that the same model potential be kept for an atom in all the systems compared, and that overlapping tails from its neighbours not bring the shift back into $K$. The numerical output follows this text; some of the values quoted above, among them the total energy $E_{\rm tot}$, are not listed in it.

\section*{Computed results}
\begin{verbatim}
speed of light c = 137.035999 a.u.; 2c^2 = 1021997.9 eV
hydrogen 1s: N = 1.33132e-05; 1/(4c^2) = 1.33128e-05
Ir76+ ion: Dirac energy, ZORA energy (eV), N
  1s        -88296.64    -96646.52 0.094566
  2s        -22572.72    -23082.54 0.022586
  2p1/2     -22572.72    -23082.54 0.022586
  2p3/2     -20581.52    -21004.52 0.020552
  3d5/2      -9043.15     -9123.88 0.008927
Ir76+ 1s, shift 27211.4 eV: ZORA moves 29784.7 eV
Ir76+ 1s, shift 2721.14 eV: Dirac moves 2721.14 eV
ligand distance = 2.0 angstrom; shift D = 7.1998 eV
Ir atom: energy (eV), N, N from shifted runs, spurious D*N (eV)
  1s      -82943.275 9.3012e-02 9.3012e-02 0.66967
  2s      -13530.905 1.9799e-02 1.9799e-02 0.14255
  2p1/2   -12965.494 1.9884e-02 1.9884e-02 0.14316
  2p3/2   -11286.479 1.7749e-02 1.7749e-02 0.12779
  3s       -3121.807 6.4810e-03 6.4810e-03 0.04666
  4s        -661.156 2.1659e-03 2.1659e-03 0.01559
  4f7/2      -59.549 1.1709e-03 1.1709e-03 0.00843
  5s         -96.675 5.2332e-04 5.2332e-04 0.00377
  5d3/2       -6.877 1.8669e-04 1.8669e-04 0.00134
  5d5/2       -5.656 1.7106e-04 1.7106e-04 0.00123
  6s          -5.547 5.7424e-05 5.7424e-05 0.00041
largest relative mismatch of N, all orbitals = 4.4e-07
spurious 2p1/2 minus 2p3/2 = 0.01537 eV
occupation-weighted sum of N = 0.4949
occupation-weighted spurious shift = 3.563 eV
scaled ZORA 1s: slope-1 formula -1.801e-04, runs -1.801e-04
scaled ZORA 2s: slope-1 formula -4.528e-05, runs -4.528e-05
Neglected effects:
  second order in D: 1s -6.72e-08 eV, 6s -1.13e-08 eV
  relaxed slope-1: 1s 8.1158e-02, 6s 5.4279e-06
  nuclear radius (rough) = 6.93 fm
  1s N with finite nucleus = 0.092873; point = 0.093012
  6s density beyond the ligand distance = 19.39 percent
  6s first-order response, averaged ligand = 6.9604 eV
  6s first-order response, constant D = 7.2002 eV
\end{verbatim}
